# The Unfolding Projector from Translations and Its Energy-Integrated Sum Rule

## Unfolding by translation operators

An electron moves in a one-dimensional supercell of four potential wells, one of them deeper than the others and displaced. Its second-lowest state, at $-2.396$ eV, carries weights $0.361$, $0.041$, $0.009$ and $0.589$ on the four wavevectors of the undistorted chain. These add up to one. If the weight on any one wavevector is instead added over all 64 states of the calculation, the result is 16. Both sums follow from one operator, which is built from translations and is defined without a basis. The second sum is its trace, whose value also depends on the space of functions used in the calculation.

### Translations within a supercell problem

Let $\mathcal P$ be the primitive lattice, with vectors $r$, and let $\mathcal S\subset\mathcal P$ be the superlattice, with vectors $R$. One supercell $\Omega$ contains $N$ primitive cells. The letters $r,R,k,K,G$ denote vectors in any dimension. Translations act as

$$ (T(r)\psi)(x)=\psi(x+r), \tag{1} $$

so a primitive Bloch state of wavevector $k$ obeys $T(r)\psi=e^{ik\cdot r}\psi$. The Hamiltonian is assumed to have the periodicity of $\mathcal S$ only. Its eigenstates can then be chosen in the space $\mathcal H_K$ of functions with

$$ T(R)\psi=e^{iK\cdot R}\psi\quad\text{for all }R\in\mathcal S,\qquad \langle f|g\rangle=\int_\Omega f^*g\,dx . \tag{2} $$

A primitive translation maps $\mathcal H_K$ into itself, because $T(R)T(r)\psi=T(r)T(R)\psi=e^{iK\cdot R}T(r)\psi$. It is also unitary there. For $f,g\in\mathcal H_K$ the product $f^*g$ has the period of the supercell, since the phases $e^{-iK\cdot R}$ and $e^{iK\cdot R}$ cancel. Its integral over the shifted cell $\Omega+r$ therefore equals that over $\Omega$, and $\langle T(r)f|T(r)g\rangle=\langle f|g\rangle$. Hence

$$ T(r)T(r')=T(r+r'),\qquad T(r)^\dagger=T(-r). \tag{3} $$

A primitive Bloch state of wavevector $k$ belongs to $\mathcal H_K$ if and only if $e^{ik\cdot R}=e^{iK\cdot R}$ for every $R$. This means

$$ k=K+G,\qquad e^{iG\cdot R}=1\ \text{for all }R\in\mathcal S, \tag{4} $$

where $G$ is a reciprocal vector of the supercell. Two vectors $G$ that differ by a primitive reciprocal vector give the same phases on $\mathcal P$ and count as one. The primitive Brillouin zone has $N$ times the volume of the supercell zone, so $N$ distinct wavevectors $k$ remain.

### Finding the phases

Two translations that differ by some $R$ differ on $\mathcal H_K$ by a known phase. It is therefore enough to use one representative $r$ from each of the $N$ classes of $\mathcal P$ modulo $\mathcal S$. We seek a combination $\sum_r c_rT(r)$ that keeps Bloch states of wavevector $k$ and removes those of the other allowed wavevectors.

Consider $D(G)=\sum_r e^{iG\cdot r}$. By (4), each term depends only on the class of $r$. Replacing every $r$ by $r+r_0$ permutes the classes, so $D(G)=e^{iG\cdot r_0}D(G)$ for every $r_0\in\mathcal P$. Unless all these phases equal one, $D(G)=0$. If they all equal one, $G$ is a primitive reciprocal vector and $D(G)=N$. The same argument with the roles of $r$ and $G$ exchanged gives a second relation:

$$ \frac1N\sum_r e^{i(k'-k)\cdot r}=\delta_{kk'},\qquad \frac1N\sum_G e^{iG\cdot r}=\begin{cases}1,&r\in\mathcal S\\0,&r\notin\mathcal S.\end{cases} \tag{5} $$

On a Bloch state of wavevector $k'$ the trial combination has the eigenvalue $\sum_rc_re^{ik'\cdot r}$. By the first relation this equals $\delta_{kk'}$ if $c_r=e^{-ik\cdot r}/N$. The operator is

$$ \boxed{P_k=\frac1N\sum_r e^{-ik\cdot r}\,T(r),\qquad k=K+G.} \tag{6} $$

The choice of representatives has no effect. Replacing $r$ by $r+R$ gives

$$ e^{-ik\cdot(r+R)}T(r+R)=e^{-ik\cdot r}T(r)\,e^{-i(K+G)\cdot R}e^{iK\cdot R}=e^{-ik\cdot r}T(r), \tag{7} $$

where (2) supplied the last exponential in the middle expression and (4) removed $e^{-iG\cdot R}$.

### Idempotency, orthogonality and completeness

Apply a further translation $r_0$ to (6) and insert $1=e^{ik\cdot r_0}e^{-ik\cdot r_0}$:

$$ T(r_0)P_k=e^{ik\cdot r_0}\,\frac1N\sum_r e^{-ik\cdot(r+r_0)}T(r+r_0)=e^{ik\cdot r_0}P_k. \tag{8} $$

The last equality holds because the vectors $r+r_0$ are again one representative per class, and by (7) any such set gives the same sum. Thus $P_k\psi$ is either zero or a primitive Bloch state of wavevector $k$. Idempotency follows by using (8) in every term of the left factor:

$$ P_k^2=\frac1N\sum_r e^{-ik\cdot r}T(r)P_k=\frac1N\sum_r e^{-ik\cdot r}e^{ik\cdot r}P_k=P_k. \tag{9} $$

For the adjoint, (3) gives $P_k^\dagger=\frac1N\sum_re^{ik\cdot r}T(-r)$. The vectors $-r$ also represent every class once, so this is $P_k$ again. An idempotent Hermitian operator is an orthogonal projector. The other two properties use (5):

$$ P_{k'}P_k=\frac1N\sum_r e^{-i(k'-k)\cdot r}P_k=\delta_{kk'}P_k, \tag{10} $$

$$ \sum_kP_k=\sum_r e^{-iK\cdot r}T(r)\,\frac1N\sum_Ge^{-iG\cdot r}=T(0)=1. \tag{11} $$

In (11) the zero class alone survives, and $r=0$ was taken as its representative.

The case $N=2$ in one dimension shows what condition (4) does. Put $k=K+\delta$ and $z=e^{-ika}T(a)$, so that $P=\frac12(1+z)$. On $\mathcal H_K$, $T(a)^2=T(2a)=e^{2iKa}$, hence $z^2=e^{-2i\delta a}$ and

$$ P^2-P=\tfrac14(1+2z+z^2)-\tfrac14(2+2z)=\tfrac14\left(e^{-2i\delta a}-1\right). \tag{12} $$

This vanishes when $\delta$ is a multiple of $\pi/a$, which is the condition that $\delta$ be a supercell reciprocal vector. At other $\delta$ this average, taken over the representatives $0$ and $a$, is not a projector. A test on a two-dimensional lattice with a supercell of $2\times4$ primitive cells shows the same contrast. The Frobenius norm of $P_k^2-P_k$ is at rounding level for every allowed $k$. For one $k$ moved off the set by $0.05$ of the first primitive reciprocal vector it is $0.73$, with two orbitals per cell and the representatives taken in the parallelogram spanned by the supercell vectors $(2,0)$ and $(2,4)$. Since (7) fails there, this value depends on the choice of representatives.

### Weights and the spectral function

Let $\psi_n$ be the normalized eigenstates of $H$ in $\mathcal H_K$, with energies $E_n$. Define

$$ W_n(k)=\langle\psi_n|P_k|\psi_n\rangle=\|P_k\psi_n\|^2,\qquad A(k,E)=\sum_nW_n(k)\,\delta(E-E_n). \tag{13} $$

The second form of $W_n$ follows from $P_k=P_k^\dagger P_k$. A projector cannot lengthen a vector, so $0\le W_n(k)\le1$. Equation (11) gives

$$ \sum_kW_n(k)=1 . \tag{14} $$

This explains the first sum in the opening example.

If $H$ has the full primitive periodicity, it commutes with every $P_k$. Then $P_k\psi_n$ is an eigenstate with the same energy. For a nondegenerate level it must be a multiple of $\psi_n$, and since $P_k^2=P_k$ the multiple is 0 or 1. Within a degenerate level that contains Bloch states of different wavevectors, the individual weights depend on the chosen eigenvectors, but their sum is the trace of $P_k$ over the level and does not. Fractional weights of nondegenerate eigenstates of $H$ therefore show that primitive periodicity is broken. In a finite basis this conclusion requires a span that primitive translations preserve; in any other span the projected Hamiltonian need not commute with $P_k$, and fractional weights can come from the basis alone.

### The energy-integrated sum rule

Integrating (13) over all energies removes the delta functions. Completeness of the eigenstates then gives

$$ \int A(k,E)\,dE=\sum_n\langle\psi_n|P_k|\psi_n\rangle=\operatorname{Tr}P_k . \tag{15} $$

The value of the trace depends on the state space, and three cases must be kept apart.

**Invariant finite space.** Suppose each primitive cell carries $m$ orthonormal orbitals of the same kind, so that the supercell space has dimension $Nm$. The operator $T(r)$ moves an orbital to another cell, up to a phase, unless $r\in\mathcal S$. Its diagonal elements therefore vanish for every class but the zero class, where $\operatorname{Tr}T(0)=Nm$. Equation (6) gives

$$ \int A(k,E)\,dE=\frac1N\,Nm=m . \tag{16} $$

No property of $H$ beyond Hermiticity on this space was used, so disorder redistributes the weight in energy without changing its total. The same holds after averaging over alloy configurations that share this space. For any invariant finite space, orthonormal basis or not, the trace counts the independent Bloch states of wavevector $k$.

**Full continuum.** Infinitely many bands belong to each $k$, and (15) diverges. A finite statement exists for each normalized state $\varphi$ in the range of $P_k$:

$$ \int\langle\varphi|\delta(E-H)|\varphi\rangle\,dE=\sum_n|\langle\psi_n|\varphi\rangle|^2=1 . \tag{17} $$

An orthonormal set $\varphi_i$ spanning the range has $P_k=\sum_i|\varphi_i\rangle\langle\varphi_i|$, so $A(k,E)$ is the sum of such unit contributions.

**Space that is not invariant.** If the basis orbitals are attached to the atoms, displacements and vacancies generally give a span that primitive translations do not preserve. In any basis, keeping only some of the eigenstates of a disordered supercell generally has the same effect. Let $Q$ be the projector on such a span. The states $\psi_n$ then resolve $Q$ instead of unity, and

$$ \int A(k,E)\,dE=\operatorname{Tr}(QP_k),\qquad \sum_k\operatorname{Tr}(QP_k)=\operatorname{Tr}Q . \tag{18} $$

The individual traces need not be integers, although their sum is the dimension of the span.

The first moment is also fixed. In an invariant finite space define the translation-averaged Hamiltonian $\bar H=\frac1N\sum_rT(r)HT(r)^\dagger$. Since $P_k$ commutes with $T(r)$, cyclic permutation of the trace gives

$$ \operatorname{Tr}(P_k\bar H)=\frac1N\sum_r\operatorname{Tr}\!\left(T(r)^\dagger P_kT(r)H\right)=\operatorname{Tr}(P_kH)=\int E\,A(k,E)\,dE . \tag{19} $$

The energy-weighted integral is thus the sum of the band energies of the averaged crystal at $k$. In the two-dimensional test, with a random Hamiltonian and $m=2$, both sides are $1.2877$ eV at the first wavevector. The averaged crystal fixes this moment; it does not fix the positions or widths of the individual features.

### The same projector in two representations

For plane waves, let $C_n(q)$ be the coefficient of $\Omega^{-1/2}e^{iq\cdot x}$ in $\psi_n$, where $\Omega$ in the prefactor is the supercell volume. By (5), $P_k$ keeps a plane wave if $q-k$ is a primitive reciprocal vector $g$ and removes it otherwise. Therefore

$$ W_n(k)=\sum_g|C_n(k+g)|^2 . \tag{20} $$

For nonorthogonal orbitals write $\psi_n=\sum_\nu c_{\nu n}\phi_\nu$, where each $\phi_\nu\in\mathcal H_K$ is a Bloch sum over supercells. Inserting this in (13) gives

$$ W_n(k)=c_n^\dagger S_kc_n,\qquad S_k=\frac1N\sum_re^{-ik\cdot r}S(r),\quad S_{\mu\nu}(r)=\langle\phi_\mu|T(r)|\phi_\nu\rangle . \tag{21} $$

With $S=S(0)$ and all eigenvectors as columns of $C$, normalization reads $C^\dagger SC=1$. Hence $S=(C^\dagger)^{-1}C^{-1}$ and $S^{-1}=CC^\dagger$. The integrated weight is

$$ \sum_nW_n(k)=\operatorname{Tr}(C^\dagger S_kC)=\operatorname{Tr}(S^{-1}S_k), \tag{22} $$

which is (18) written in this basis. The overlaps in (21) use the actual orbital positions. If an atom is displaced, its translated orbital does not coincide with a basis function, and relabelling coefficients would not represent $T(r)$.

### Four wells, one of them different

In atomic units the model Hamiltonian is $-\frac12d^2/dx^2+V(x)$. Each well is a Gaussian $-U e^{-(x-x_0)^2/(2\sigma^2)}$ of depth $U$, centre $x_0$ and width $\sigma=0.5$ Å, with primitive spacing $a=3$ Å and supercell length $L=12$ Å. Three have depth 6 eV. The fourth has depth 9 eV and is displaced by $0.3$ Å. These are round model parameters and describe no particular material. With $K=0.2\,(2\pi/L)$, the four unfolded wavevectors are

$$ k_0,k_1,k_2,k_3=0.1047,\ 0.6283,\ 1.1519,\ 1.6755\ \text{Å}^{-1}. \tag{23} $$

For the second state, write $t_j=\langle\psi_2|T(ja)|\psi_2\rangle$. The computed values are $t_0=1$ and

$$ t_1=0.50524-0.41302i,\quad t_2=-0.21025-0.15275i,\quad t_3=-0.23668+0.60814i . \tag{24} $$

The weight is real, so the real parts of the terms in (6) suffice: $\operatorname{Re}(e^{-ij\theta}t_j)=\cos(j\theta)\operatorname{Re}t_j+\sin(j\theta)\operatorname{Im}t_j$. At $k_0$ the angle is $\theta=k_0a=0.31416$, and

$$ W_2(k_0)=\tfrac14(1+0.3529-0.2599+0.3529)=0.361 . \tag{25} $$

At $k_3$, with $\theta=5.02655$, the same translations combine differently:

$$ W_2(k_3)=\tfrac14(1+0.5489+0.2599+0.5489)=0.589 . \tag{26} $$

The perfect host has its lowest levels at $-2.72$ eV for $k_0$ and $-2.14$ eV for $k_3$. The second supercell state, at $-2.40$ eV, lies between them and draws 95% of its norm from these two wavevectors. The lowest state, at $-3.696$ eV ($-0.1358$ hartree), lies $0.97$ eV below the lowest of the four host levels and has weight on all four wavevectors, from $0.06$ to $0.59$. States 5 to 8 are different: each has at least 98% of its weight on one wavevector, so a host-like band label remains useful for them.

These weights were tested in two representations. One used shifts of the wave function on a real-space grid, as in (6), and the other used plane-wave sums, as in (20). Over the lowest eight states the largest absolute differences are about $10^{-6}$ eV in energy and $10^{-8}$ in weight.

The plane-wave space holds 64 functions, 16 for each unfolded wavevector. It is invariant under primitive translations, so (15) gives 16 for every $k$, the second number of the opening. Stopping after the lowest four states gives $0.9980$, $1.0005$, $1.0026$ and $0.9990$. These are not rounding errors. The four states span a space that primitive translations do not preserve, and (18) fixes only the total, 4. A value slightly above one is allowed because several states, each with weight at most one, contribute to it.

Equation (17) can be checked on the single plane wave of wavevector $K=k_0$. Its integrated weight is one. Its mean energy is $\langle\varphi|H|\varphi\rangle$, the kinetic energy plus the cell average of the potential. In the present units the factor $\frac12$ of the kinetic energy becomes $3.810$ eV Å$^2$, so

$$ \bar E=3.810\times(0.10472)^2-2.820=0.042-2.820=-2.778\ \text{eV}. \tag{27} $$

This is a centroid over all states, not the energy of a level.

### Integrated weight with a vacancy

A vacancy in a localized basis gives (18) a closed form. Take a chain with one orbital per site, and let $\phi_0$ be the orbital to be removed. Set $\chi_k=P_k\phi_0$. Then

$$ \langle\chi_k|\chi_k\rangle=\langle\phi_0|P_k|\phi_0\rangle=\frac{s_k}{N},\qquad s_k=\sum_re^{-ik\cdot r}\langle\phi_0|T(r)|\phi_0\rangle . \tag{28} $$

Linear independence of the orbitals requires $s_k>0$. By (11) and (8), the orbital at site $r_j$ is $\phi_j=T(-r_j)\phi_0=\sum_ke^{-ik\cdot r_j}\chi_k$. The direction lost from the span is the vector $w$ within the complete span that is orthogonal to all remaining orbitals. It is $w=\sum_k\chi_k/s_k$, because

$$ \langle\phi_j|w\rangle=\sum_ke^{ik\cdot r_j}\frac{1}{s_k}\frac{s_k}{N}=\frac1N\sum_ke^{ik\cdot r_j}=0\qquad(r_j\notin\mathcal S), \tag{29} $$

by (5). The component of $w$ at $k$ has squared norm $(s_k/N)/s_k^2=1/(Ns_k)$. The complete chain has integrated weight one at each $k$. Removing the normalized direction $w$ leaves

$$ \operatorname{Tr}(QP_k)=1-\frac{s_k^{-1}}{\sum_{k'}s_{k'}^{-1}} . \tag{30} $$

For orthonormal orbitals $s_k=1$, and the loss is $1/N$ at every $k$. Overlap makes it uneven. For normalized Gaussian orbitals proportional to $e^{-\alpha x^2}$ with $\alpha=0.3$ Å$^{-2}$ on the four-site chain, $s_k=1.500,\ 0.832,\ 0.514,\ 1.153$. The inverses add up to $4.680$, so at $k_2$

$$ \operatorname{Tr}(QP_{k_2})=1-\frac{1/0.5142}{4.680}=1-0.416=0.584 . \tag{31} $$

The four values are $0.858$, $0.743$, $0.584$ and $0.815$, with sum 3, the number of orbitals left. They agree with a direct evaluation of (22). If the orbital is displaced by $0.3$ Å instead of removed, the values stay within $0.5\%$ of one and add up to 4. The low weight at $k_2$ in the vacancy case is thus a property of the basis span: by (22) it depends on the orbital overlaps and would be the same for any Hamiltonian in that basis. The numerical output lists the remaining energies and weights.

## Calculated quantities

```
2D test: cells N = 8, orbitals per cell m = 2
2D test: largest norm of P^2-P = 2.4e-15
2D test: norm of P^2-P for k outside K+G = 0.7285
2D test: integrated weight, min and max over k = 2.000000 2.000000
2D test: first moment at first k, direct = 1.287667 eV
2D test: same from averaged crystal = 1.287667 eV
1D model: a = 3.0 angstrom, N = 4, L = 12.0 angstrom
well width sigma = 0.5 angstrom
host depth = 6.0 eV, impurity = 9.0 eV
impurity displacement = 0.3 angstrom
well centres (angstrom): 1.5 4.8 7.5 10.5
hbar^2/(2m) = 3.809982 eV angstrom^2
unfolded k (1/angstrom): 0.10472 0.62832 1.15192 1.67552
phase angles k*a (rad): 0.31416 1.88496 3.45575 5.02655
host bands 1,2 at k0 (eV): -2.7238 12.6666
host bands 1,2 at k1 (eV): -1.3916 5.9355
host bands 1,2 at k2 (eV): -0.0448 3.3405
host bands 1,2 at k3 (eV): -2.1409 8.3482
state, energy (eV), weights at k0 k1 k2 k3 (no unit)
1  -3.6956   0.5930 0.1140 0.0556 0.2375
2  -2.3959   0.3615 0.0405 0.0086 0.5894
3  -1.6190   0.0333 0.7929 0.0198 0.1541
4  -0.3192   0.0103 0.0531 0.9187 0.0180
5  3.1420   0.0032 0.0068 0.9855 0.0046
6  5.6896   0.0027 0.9869 0.0071 0.0033
7  8.0870   0.0022 0.0034 0.0033 0.9912
8  12.3881   0.9950 0.0022 0.0011 0.0017
state 1 energy converted = -0.135809 hartree
grid/plane-wave max energy difference = 1.1e-06 eV
grid/plane-wave max weight difference = 1.1e-08
most mixed of the eight states: 2
  <T(0a)> = 1.00000 -0.00000 i
  <T(1a)> = 0.50524 -0.41302 i
  <T(2a)> = -0.21025 -0.15275 i
  <T(3a)> = -0.23668 +0.60814 i
  weights from these translations: 0.36147 0.04050 0.00859 0.58944
weight summed over lowest 4 states: 0.9980 1.0005 1.0026 0.9990
weight summed over lowest 8 states: 2.0010 1.9998 1.9995 1.9997
weight summed over all 64 states: 16.0000 16.0000 16.0000 16.0000
plane wave K: integrated weight = 1.000000
plane wave K: kinetic energy = 0.04178 eV
mean potential = -2.81996 eV, centroid = -2.77818 eV
Gaussian basis exponent alpha = 0.3 1/angstrom^2
Bloch overlaps s_k, complete chain: 1.50042 0.83248 0.51420 1.15290
integrated weights, complete chain: 1.00000 1.00000 1.00000 1.00000
integrated weights, displaced orbital: 0.99754 0.99963 1.00482 0.99802
integrated weights, vacancy: 0.85759 0.74332 0.58444 0.81466
```
